# Why the p-electron hyperfine ratio is not 5 in thallium

## Definitions and conventions

The algebra is in atomic units, with $c$ the speed of light. Energies are in eV and lengths in angstrom. A central-field Dirac orbital is

$$\psi_{\kappa m}=\frac1r\begin{pmatrix}P(r)\,\chi_{\kappa m}\\ iQ(r)\,\chi_{-\kappa m}\end{pmatrix},\qquad \int_0^\infty(P^2+Q^2)\,dr=1 ,$$

where $\chi_{\kappa m}$ is a spherical spinor, $j=|\kappa|-\tfrac12$, and $\kappa=-1,\,1,\,-2$ for $s_{1/2},\,p_{1/2},\,p_{3/2}$. With the rest energy subtracted, a local potential $V$ gives

$$VP+c\left(-Q'+\frac{\kappa}{r}Q\right)=\varepsilon P,\qquad c\left(P'+\frac{\kappa}{r}P\right)+(V-2c^2)Q=\varepsilon Q. \tag{1}$$

A nucleus of spin $\mathbf I$ and g factor $g_I$ has the magnetic moment $g_I\mathbf I/(2m_p)$, with $m_p$ the proton mass in electron masses. Its vector potential is $\boldsymbol\mu\times\mathbf r/(c^2r^3)$, and an electron of charge $-1$ couples to it through $+c\,\boldsymbol\alpha\cdot\mathbf A$. Since $\boldsymbol\alpha\cdot(\mathbf I\times\mathbf r)=\mathbf I\cdot(\mathbf r\times\boldsymbol\alpha)$, the interaction is

$$W=\frac{g_I}{2m_pc}\,\mathbf I\cdot\mathbf T,\qquad \mathbf T=F(r)\,\mathbf n\times\boldsymbol\alpha,\qquad \mathbf n=\mathbf r/r ,$$

with $F=1/r^2$ outside the nucleus. Within a level of given $j$, $W$ acts as $A\,\mathbf I\cdot\mathbf J$, which defines the hyperfine constant $A$. Hence $A=\frac{g_I}{2m_pc}\langle T_z\rangle/m$.

To evaluate $T_z$, use $[L_i,n_j]=i\epsilon_{ijk}n_k$, which gives $[\boldsymbol\sigma\cdot\mathbf L,\mathbf n]=i\,\mathbf n\times\boldsymbol\sigma$. Because $\boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-(\kappa+1)\chi_\kappa$,

$$\langle-\kappa|i(\mathbf n\times\boldsymbol\sigma)_z|\kappa\rangle=2\kappa\langle-\kappa|n_z|\kappa\rangle,\qquad \langle\kappa|i(\mathbf n\times\boldsymbol\sigma)_z|-\kappa\rangle=-2\kappa\langle\kappa|n_z|-\kappa\rangle .$$

The second element enters $\langle T_z\rangle$ with $+PQ$ and the first with $-QP$, so

$$\langle T_z\rangle=-2\kappa\,\langle-\kappa|n_z|\kappa\rangle\,2\!\int PQF\,dr .$$

Now $\chi_{-\kappa}=-\sigma_r\chi_\kappa$ with $\sigma_r=\boldsymbol\sigma\cdot\mathbf n$. The projection theorem for the vector $\mathbf n\sigma_r$, with $\mathbf L\cdot\mathbf n=0$ and therefore $\mathbf J\cdot\mathbf n\,\sigma_r=\tfrac12\sigma_r^2=\tfrac12$, gives $\langle-\kappa|n_z|\kappa\rangle=-m/[2j(j+1)]$. The result is

$$A=\frac{g_I}{2m_pc}\,\frac{\kappa}{j(j+1)}\;2\!\int_0^\infty PQF\,dr. \tag{2}$$

## Where the number 5 comes from

The claim to be examined is that a single p electron has $A(p_{1/2})/A(p_{3/2})=5$. In the nonrelativistic limit the second equation of (1) becomes $Q=(P'+\kappa P/r)/(2c)$. For a point dipole,

$$2\int\frac{PQ}{r^2}dr=\frac1c\left[\int\frac{PP'}{r^2}dr+\kappa\int\frac{P^2}{r^3}dr\right]=\frac{1+\kappa}{c}\,\langle r^{-3}\rangle .$$

The first integral was done by parts: $\int PP'/r^2\,dr=[P^2/2r^2]+\int P^2/r^3\,dr$, and the boundary term vanishes because $P\sim r^2$ for a p electron. Since $\kappa(\kappa+1)=l(l+1)=2$ for both levels,

$$A=\frac{g_I}{2m_pc^2}\,\frac{2}{j(j+1)}\,\langle r^{-3}\rangle,\qquad \frac{A(p_{1/2})}{A(p_{3/2})}=\frac{15/4}{3/4}=5 .$$

Two assumptions have entered. The two levels share one nonrelativistic radial function, and the closed shells contribute nothing.

## The counter-example: thallium

Thallium has one 6p electron outside a closed core of 80 electrons. The core orbitals are self-consistent for Tl⁺, and the 6p orbitals are calculated in the field of that core. The nucleus has Gaussian distributions of charge and magnetization with the same rms radius, $5.48\times10^{-5}$ angstrom. All constants below are $A/g_I$ in µeV ($10^{-6}$ eV); $g_I$ cancels in the ratio.

**Nonrelativistic Hartree-Fock.** Here $A(6p_{1/2})=7.413$ and $A(6p_{3/2})=1.483$, so the ratio is 5.000. Both assumptions hold, and the claim is recovered.

**Dirac-Fock.** The constants become 22.163 and 1.644. The first has grown by a factor 2.990 and the second by 1.109, so

$$\frac{A(6p_{1/2})}{A(6p_{3/2})}=5.000\times\frac{2.990}{1.109}=13.5 .$$

Relativity alone already refutes the value 5.

**Core polarization.** The hyperfine field also distorts the core, and the distorted core acts on the 6p electron through exchange. With this response calculated self-consistently (the random-phase approximation, RPA), the shifts are $+5.370$ for $6p_{1/2}$ and $-4.183$ for $6p_{3/2}$:

$$A(6p_{1/2})=22.163+5.370=27.533,\qquad A(6p_{3/2})=1.644-4.183=-2.539 .$$

The ratio is $27.533/(-2.539)=-10.8$. In frequency units the two constants are $A/(hg_I)=6.66$ and $-0.614$ GHz. The last digit of the values in µeV depends on the radial basis: a denser and tighter Gaussian basis moves the mean-field constants by up to 0.001 and the core shifts by up to 0.003 µeV, giving 27.535 and $-2.540$ here, while the ratios 13.5 and $-10.8$ do not change.

The measured ratio is roughly 80, and this calculation does not reproduce it. The core lowers $A(6p_{3/2})$, but at this level it lowers it too far and reverses its sign. With the RPA value of $A(6p_{1/2})$, a ratio of 80 would need $A(6p_{3/2})=27.533/80=0.344$. The effects left out would then have to supply $0.344+2.539=2.88$ µeV, about 10 percent of $A(6p_{1/2})$ but 1.75 times the Dirac-Fock value of $A(6p_{3/2})$. Left out are pair correlation, the Breit interaction, quantum electrodynamics, negative-energy states in the core response, and a realistic distribution of nuclear magnetization. That pair correlation among the two 6s electrons and the 6p electron supplies most of the difference is a conjecture here.

## The correct general statement

Let $A_j^0$ be the nonrelativistic mean-field constant, $\rho_j$ the factor by which relativity changes it, and $s_j$ the core shift divided by the relativistic mean-field value. For one p electron outside closed shells, at the level of mean field plus linear core response,

$$\frac{A(p_{1/2})}{A(p_{3/2})}=5\;\frac{\rho_{1/2}}{\rho_{3/2}}\;\frac{1+s_{1/2}}{1+s_{3/2}} . \tag{3}$$

The value 5 requires the product of the two fractions to be 1. Three properties give (3) its content:

1. Near a nucleus of charge $Z$, relativity strengthens the $p_{1/2}$ field integral more than the $p_{3/2}$ one, and the disparity grows with $Z$.
2. With the Coulomb interaction between electrons, the core acts through exchange alone, since the direct term vanishes by parity.
3. In the nonrelativistic limit the s-shell contact part of the core shift is equal and opposite in the two constants. It is therefore five times larger relative to $A(p_{3/2})$.

For thallium $s_{1/2}=5.370/22.163=0.242$ and $s_{3/2}=-4.183/1.644=-2.545$, and (3) gives $13.48\times1.242/(-1.545)=-10.8$, as before.

## Proof of the relativistic part

The integrand of (2) is weighted towards small $r$. As a model of that region, neglect the binding energy and the screening against $Z/r$; this is an approximation, compared below with the Dirac-Fock result for thallium. Setting $\varepsilon=0$ and $V=-Z/r$ in (1) gives

$$Q'-\frac{\kappa}{r}Q=-\frac{Z}{cr}P,\qquad P'+\frac{\kappa}{r}P=\left(2c+\frac{Z}{cr}\right)Q .$$

Write $\theta=r\,d/dr$. The first equation gives $P=-(c/Z)(\theta-\kappa)Q$. Inserting this in the second, multiplied by $r$, yields

$$-\frac cZ(\theta+\kappa)(\theta-\kappa)Q=\left(2cr+\frac Zc\right)Q\;\Rightarrow\;\theta^2Q+(2Zr-\gamma^2)Q=0,\qquad \gamma^2=\kappa^2-\frac{Z^2}{c^2}.$$

With $x=\sqrt{8Zr}$ one has $\theta=\tfrac12x\,d/dx$ and $2Zr=x^2/4$. Multiplication by 4 gives Bessel's equation of order $2\gamma$, and the regular solution is $Q=J_{2\gamma}(x)$.

The field integral follows by parts:

$$\int\frac{PQ}{r^2}dr=-\frac cZ\left[\int\frac{QQ'}{r}dr-\kappa\int\frac{Q^2}{r^2}dr\right]=\frac cZ\left(\kappa-\tfrac12\right)\int\frac{Q^2}{r^2}dr ,$$

because $\int QQ'/r\,dr=\tfrac12\int Q^2/r^2\,dr$. The boundary term $Q^2/2r$ vanishes at infinity, and at the origin if $\gamma>\tfrac12$. Since $dr/r^2=16Z\,dx/x^3$, the integral $I_2=\int_0^\infty J_\mu^2\,x^{-3}dx$ with $\mu=2\gamma$ is needed.

Let $D=x\,d/dx$, so that $D^2J_\mu=(\mu^2-x^2)J_\mu$, and let $I_0=\int J_\mu^2\,dx/x$ and $K=\int(DJ_\mu)^2x^{-3}dx$. Multiplying the equation by $x^{-3}DJ_\mu$ and integrating by parts gives $K=\mu^2I_2$. Multiplying it by $x^{-3}J_\mu$ gives $2I_2-K=\mu^2I_2-I_0$. Together,

$$I_2=\frac{I_0}{2(\mu^2-1)} .$$

For $I_0$, take two orders. The equations give $D(J_\nu DJ_\mu-J_\mu DJ_\nu)=(\mu^2-\nu^2)J_\mu J_\nu$. Integration over $dx/x$, with the asymptotic form $\sqrt{2/\pi x}\,\cos(x-\mu\pi/2-\pi/4)$ at the upper limit, yields

$$\int_0^\infty J_\mu J_\nu\frac{dx}{x}=\frac{2}{\pi}\,\frac{\sin[(\mu-\nu)\pi/2]}{\mu^2-\nu^2}\;\longrightarrow\;\frac1{2\mu}\quad(\nu\to\mu).$$

So $I_2=1/[4\mu(\mu^2-1)]=1/[8\gamma(4\gamma^2-1)]$, and

$$\int\frac{PQ}{r^2}dr=\frac{c\,(2\kappa-1)}{\gamma(4\gamma^2-1)} .$$

At large $x$, $P\approx-(c/Z)(x/2)J_{2\gamma}'(x)$ has an amplitude that does not depend on $\gamma$. At fixed outer amplitude, relativity therefore multiplies the integral by its value at $\gamma$ divided by its value at $\gamma=|\kappa|$:

$$E_\kappa=\frac{|\kappa|(4\kappa^2-1)}{\gamma(4\gamma^2-1)},\qquad \frac{d\ln E_\kappa}{d(Z^2/c^2)}=\frac1{2\gamma^2}+\frac4{4\gamma^2-1}. \tag{4}$$

The derivative is positive and is larger for smaller $\gamma$. Hence $E_1>E_{-2}>1$ for $Z>0$, and $E_1/E_{-2}$ grows with $Z$ as long as $\gamma>\tfrac12$ for $p_{1/2}$. This proves the first property for an unscreened point nucleus at zero binding energy and fixed outer amplitude. For small $Z/c$ the derivative is $\tfrac12+\tfrac43=\tfrac{11}6$ for $p_{1/2}$ and $\tfrac18+\tfrac4{15}=\tfrac{47}{120}$ for $p_{3/2}$, so that

$$5\,\frac{E_1}{E_{-2}}\approx5\left(1+\frac{173}{120}\,\frac{Z^2}{c^2}\right).$$

This part of the deviation disappears for light atoms.

For thallium $E_1=2.321$ and $E_{-2}=1.154$, which gives a ratio of 10.05. The Dirac-Fock factors differ from these by $2.990/2.321=1.29$ and $1.109/1.154=0.96$, which accounts for the rise from 10.05 to 13.5. The outer amplitudes are not in fact fixed. The mean radius of $6p_{1/2}$ shrinks from 2.125 to 1.902 angstrom, while that of $6p_{3/2}$ grows to 2.181 angstrom. The contraction of $6p_{1/2}$ is in line with its extra factor above 1. The extra factors also contain screening and nuclear size, and these contributions are not separated here, so the small reduction for $6p_{3/2}$ is left unexplained.

## Proof of the core-polarization part

Add $\lambda T_z$ to the Fock operator of the closed core. To first order a core orbital $a$ acquires the admixture $\lambda\sum_nX_{an}\phi_n$, where

$$(\varepsilon_n-\varepsilon_a)X_{an}+T_{na}+\delta V_{na}=0 . \tag{5}$$

Only unoccupied $n$ matter. Mixing between two core orbitals is antisymmetric, $X_{ab}=-X_{ba}$, and leaves the core density matrix unchanged. Write $\langle pq|rs\rangle$ for the Coulomb integral in which electron 1 goes from $r$ to $p$ and electron 2 from $s$ to $q$. Varying the Fock potential $\sum_a(\langle pa|qa\rangle-\langle pa|aq\rangle)$ gives

$$\delta V_{pq}=\sum_{a,n}X_{an}\big[\langle pa|qn\rangle+\langle pn|qa\rangle-\langle pa|nq\rangle-\langle pn|aq\rangle\big].$$

The energy of the valence orbital $v$ changes at first order by $\lambda(T_{vv}+\delta V_{vv})$, so $\delta V_{vv}$ is the core's addition to $\langle T_z\rangle$.

The first two terms in the bracket are the direct ones. The density change produced by $T_z$ has angular rank 1, so it can act only through the Coulomb multipole of rank 1, which requires $l_a+l_n$ to be odd. But $\mathbf T$ is even under inversion, so $l_a+l_n$ is even. The direct terms vanish and exchange remains, which is the second property.

If $\delta V$ is dropped from (5), then $X_{an}=-T_{na}/(\varepsilon_n-\varepsilon_a)$. The two exchange integrals are equal for $p=q=v$, and

$$\delta V_{vv}^{(1)}=2\sum_{a,n}\frac{T_{na}\,\langle va|nv\rangle}{\varepsilon_n-\varepsilon_a}.$$

This can be read in either direction. The nuclear moment polarizes the core, which acts on the valence electron; or exchange with the valence electron polarizes the core, and the nucleus senses the result.

For the third property, consider nonrelativistic s shells. Their s-type admixtures have opposite signs for spin up and spin down and are spherical in space. The exchange they produce has the form $\delta V=2s_zU$, where $U$ is a nonlocal operator that commutes with orbital rotations. With a common radial function, $u=\langle U\rangle$ is the same for both levels, and the contribution to $\langle T_z\rangle/m$ is

$$\frac{2u\langle s_z\rangle}{m}=2u\,\frac{j(j+1)+\tfrac34-2}{2j(j+1)}=\begin{cases}-\tfrac23u,& j=\tfrac12\\[2pt]+\tfrac23u,& j=\tfrac32\end{cases}$$

The calculation agrees: the nonrelativistic s-shell parts are $+1.284$ and $-1.284$ µeV. The sign of $u$ is not fixed by this argument. In thallium it is negative, so $A(6p_{3/2})$ falls and $A(6p_{1/2})$ rises. The s-shell parts quoted here and in the output count only the s-type admixtures; the $d_{3/2}$ admixtures of the same shells enter only the totals. In these s-type parts the 6s shell dominates: in the Dirac case it gives $-4.52$ µeV for $6p_{3/2}$, against $-4.30$ for all s shells, so the inner ones together oppose it slightly.

The linear response was tested on an ion with nuclear charge 20 and a ten-electron core, in a restricted orbital space. Self-consistent solutions in a small finite hyperfine field, with the direct term kept, gave the same shifts: $+3.96$ percent of the bare value for $3p_{1/2}$ and $-3.69$ percent for $3p_{3/2}$. The space keeps only four orbitals each of $s_{1/2}$, $p_{1/2}$, $p_{3/2}$ and $d_{3/2}$ type, so these shifts test the response equations and are not the core polarization of the real ion.

## How the two effects combine

Relativity and core polarization are not independent corrections. Without relativity, the core shifts alone would give $7.413+1.931=9.344$ and $1.483-1.151=0.332$ µeV, a ratio of 28 (in a larger basis 9.346 and 0.330, with s-shell parts $\pm1.286$, and still a ratio of 28). Relativity then enlarges the shift of $A(6p_{3/2})$ from $-1.15$ to $-4.18$ µeV, while the bare constant grows by only 11 percent. Part of the reason lies in (4). The factor $E_\kappa$ depends on $|\kappa|$, so in the unscreened point-nucleus model at fixed outer amplitude s electrons have the same enhancement, 2.32, as $p_{1/2}$ electrons; in the atom, orbital contraction, screening and nuclear size change this factor, as they do for $6p_{1/2}$. The s-shell part grows by $4.305/1.284\approx3.35$ for $6p_{3/2}$ and by $3.084/1.284=2.4$ for $6p_{1/2}$. The s shells are the same in both cases, so the growth also depends on the valence orbital. The departures from 2.32 are not analysed here.

The ratio is a poor measure of the quality of a calculation when its denominator is the remainder of a cancellation. For a small change of the denominator, $\delta R/R=-\delta A(p_{3/2})/A(p_{3/2})$, and (3) has a pole at $s_{3/2}=-1$. First-order polarization puts thallium at $25.90/(-0.719)=-36$, and the self-consistent response moves it to $-10.8$. Yet $A(6p_{1/2})$ changes by only 6 percent between the two. Near a ratio of 80, a change of 0.016 µeV in $A(6p_{3/2})$, which is 1 percent of its Dirac-Fock value, would change the ratio by $0.016/0.344$, or about 5 percent. The two constants should therefore be compared with experiment separately. The full set of values is in the numerical output.

## Computed values

```
A is per unit nuclear g factor, in micro-eV (1e-6 eV)
nuclear rms radius: 5.481e-05 angstrom
Coulomb threshold enhancement p1/2: 2.3210
Coulomb threshold enhancement p3/2: 1.1543
Coulomb threshold ratio A(1/2)/A(3/2): 10.054
6s1/2 energy: nonrel -15.941, Dirac -18.762 eV
6s1/2 mean radius: nonrel 1.4870, Dirac 1.3082 angstrom
6p1/2 energy: nonrel -4.917, Dirac -5.434 eV
6p1/2 mean radius: nonrel 2.1252, Dirac 1.9020 angstrom
6p3/2 energy: nonrel -4.917, Dirac -4.543 eV
6p3/2 mean radius: nonrel 2.1252, Dirac 2.1813 angstrom
nonrel Hartree-Fock: A(1/2) 7.4126, A(3/2) 1.4826 micro-eV, ratio 5.000
nonrel HF + RPA core: A(1/2) 9.3436, A(3/2) 0.3321 micro-eV, ratio 28.138
Dirac-Fock: A(1/2) 22.1630, A(3/2) 1.6436 micro-eV, ratio 13.484
Dirac-Fock + first-order core: A(1/2) 25.9001, A(3/2) -0.7186 micro-eV, ratio -36.043
Dirac-Fock + RPA core: A(1/2) 27.5330, A(3/2) -2.5394 micro-eV, ratio -10.842
Dirac/nonrel factor of A(1/2): 2.9899
Dirac/nonrel factor of A(3/2): 1.1086
nonrel RPA core shift of A(1/2): total 1.9310, s shells 1.2836, 6s alone 1.4519 micro-eV
nonrel RPA core shift of A(3/2): total -1.1505, s shells -1.2836, 6s alone -1.4519 micro-eV
Dirac RPA core shift of A(1/2): total 5.3699, s shells 3.0841, 6s alone 3.5239 micro-eV
Dirac RPA core shift of A(3/2): total -4.1830, s shells -4.3048, 6s alone -4.5247 micro-eV
A(3/2) needed for ratio 80 with RPA A(1/2): 0.3442 micro-eV
1 percent of Dirac-Fock A(3/2): 0.01644 micro-eV
RPA ratio if A(3/2) is raised by that amount: -10.913
RPA ratio if A(3/2) is cut by that amount: -10.772
RPA A/h per unit g factor: A(1/2) 6.6574, A(3/2) -0.6140 GHz
Z=20 test, 3p1/2 core shift/bare: response 0.039579, finite field 0.039579
Z=20 test, 3p3/2 core shift/bare: response -0.036919, finite field -0.036919
Z=20 test, largest Fock matrix deviation: 1.5e-06 eV
```
